Axial Mass of a Tilted Ellipsoidal Valley in a Quantum Wire

1. What symmetry allows

A wire along x is described by a potential V(y,z) that does not depend on x. Such a wire does not change if the origin of x is chosen afresh on each line parallel to the axis. In particular, with r = (y,z) and any constant two-component vector b, the relabelling

x' = x − b·r,  r' = r

leaves V and the walls as they were. A mass that describes motion along the wire cannot depend on b.

Two candidates for this mass can be put to that test. Let M be the mass tensor of an ellipsoidal valley in units of the free-electron mass m0, and let W = M⁻¹. Both are real, symmetric and positive. The classical kinetic energy is (m0/2) v·M·v. Since v_x = v_x' + b·v_t, where t denotes the components (y,z), the coefficient of v_x'² is still M_xx:

M'_xx = M_xx.

For the inverse tensor we need the wavevector operator q = −i∇. The chain rule gives q_x = q_x' and q_t = q_t' − b q_x'. Write w = (W_xy, W_xz) for the mixed elements and W_t for the 2×2 transverse block. Collecting terms in q·W·q gives

W'_xx = W_xx − 2 b·w + b·W_t·b
w' = w − W_t b
W'_t = W_t.

So W_xx depends on the labelling, and 1/W_xx cannot be the axial mass of a general wire. M_xx passes the test. By dimensions, a term in the energy proportional to k² must be ħ²k²/m0 times a pure number. Symmetry alone would still let that number depend on M_xx, W_t and the shape of the section. The derivation below shows that W_t and the shape drop out.

2. Statement and assumptions

Measure the axial wavevector k from the valley minimum. The effective-mass Hamiltonian is

H = (ħ²/2m0) q·W·q + V(r).

W is taken as uniform wherever the wavefunction is non-zero. V is local, and may contain hard walls of any shape, including holes, as well as a gate potential. There is one parabolic valley, no magnetic field and no coupling to other valleys. Then every subband n obeys

E_n(k) = E_n(0) + ħ²k²/(2 m0 M_xx),  M_xx = a·M·a,

where a is the unit vector along the wire. Within this model the parabola is exact, not a small-k expansion.

3. Derivation

Insert ψ = e^{ikx} φ(r). The operator q_x becomes the number k, and φ obeys H_k φ = E φ with

H_k = (ħ²/2m0)[W_xx k² + 2k w·q_t + q_t·W_t·q_t] + V.

The factor 2 arises because W_xy and W_yx both contribute, and likewise for z. Deleting this middle term would give the mass 1/W_xx.

W_t is a diagonal block of a positive matrix, so it is positive and has an inverse. Define

c = W_t⁻¹ w.

Expand the square

(q_t + kc)·W_t·(q_t + kc) = q_t·W_t·q_t + 2k c·W_t·q_t + k² c·W_t·c.

Because W_t is symmetric, c·W_t·q_t = w·q_t and c·W_t·c = w·c. Therefore

H_k = (ħ²/2m0)(q_t + kc)·W_t·(q_t + kc) + V + (ħ²k²/2m0)(W_xx − w·c).

Now set

φ(r) = e^{−ik c·r} χ(r).

Differentiating the phase gives q_t φ = e^{−ik c·r}(q_t − kc)χ, hence (q_t + kc)φ = e^{−ik c·r} q_t χ. Applying the operator twice removes kc from the kinetic term. The phase commutes with V because V is local, and φ vanishes at a hard wall exactly where χ does. It is an ordinary single-valued function of y and z, so a hole in the section causes no difficulty. What remains is

[(ħ²/2m0) q_t·W_t·q_t + V] χ = [E − (ħ²k²/2m0)(W_xx − w·c)] χ.

The operator on the left does not contain k. Its eigenvalues are the subband bottoms E_n(0), so all subbands shift by the same amount.

To identify the coefficient, write the first column of M as (M_xx, m), with m = (M_xy, M_xz). The first column of WM = 1 reads

W_xx M_xx + w·m = 1
w M_xx + W_t m = 0.

The second line gives m = −c M_xx. Substitution in the first gives

M_xx (W_xx − w·c) = 1,

which proves the statement. Since w·c = w·W_t⁻¹·w ≥ 0, it also follows that M_xx ≥ 1/W_xx, with equality only for w = 0, that is, when the axis is a principal axis of the ellipsoid.

The density |φ|² = |χ|² does not depend on k. A mean-field electrostatic potential computed from the density is therefore compatible with the proof. A nonlocal exchange operator does not in general commute with the phase, and lies outside it.

4. Why the walls change the mass

For real χ that vanishes at the boundary, ⟨χ|q_t|χ⟩ = −(i/2)∫∇(χ²) d²r = 0. Hence ⟨q_t⟩ = −kc in the state φ. The velocity operator is (ħ/m0) W q, so

⟨v_t⟩ = (ħ/m0)(w k − W_t c k) = 0
⟨v_x⟩ = (ħ/m0)(W_xx k − w·c k) = ħk/(m0 M_xx).

The electron carries transverse crystal momentum but has no mean transverse velocity. Classically, m0 M dv/dt equals the total force. In the wire the walls supply whatever transverse force keeps the mean v_t at zero, and the axial component reads m0 M_xx dv_x/dt = F. In bulk there is no transverse force, and dv_x/dt = W_xx F/m0.

Perturbation theory shows the same thing in terms of subbands. The cross term has no first-order effect on the lowest subband, because its k = 0 state is real and so has ⟨q_t⟩ = 0. For a nondegenerate lowest subband, the second-order energy gives

1/M_xx = W_xx − S,  S = (2ħ²/m0) Σ_{n>0} |⟨n|w·q_t|0⟩|² / (E_n − E_0).

The sum can be done in closed form. With H_0 the Hamiltonian at k = 0, [H_0, c·r] = −(iħ²/m0) w·q_t, so

⟨n|w·q_t|0⟩ = (i m0/ħ²)(E_n − E_0)⟨n|c·r|0⟩.

Replace one of the two matrix elements in S by this expression. The energy denominator cancels, and completeness gives S = 2i⟨0|(w·q_t)(c·r)|0⟩. S is real, so it equals the average of this expression and its complex conjugate:

S = i⟨0|[w·q_t, c·r]|0⟩ = i(−i w·c) = w·c.

Mixing with higher subbands thus lowers the curvature from W_xx to 1/M_xx. A narrower wire has larger energy denominators but also larger momentum matrix elements, and the sum does not change.

5. Use in a device calculation

Rotate M into the wire frame and invert it to obtain W. Solve the transverse equation with W_t, the block of W; this is not the inverse of the transverse block of M unless w = 0. Use M_xx for the velocity and for the density of states. With two spins, one valley's subband has, per unit length and energy,

D(E) = (1/πħ) √[2 m0 M_xx/(E − E_n)].

For a valley with longitudinal mass m_l, transverse mass m_t and angle θ between its long axis and the wire,

M_xx = m_t sin²θ + m_l cos²θ
W_xx = sin²θ/m_t + cos²θ/m_l
M_xx W_xx = 1 + sin²θ cos²θ (m_l − m_t)²/(m_l m_t).

The last line follows by multiplying the first two and using sin⁴θ + cos⁴θ = 1 − 2 sin²θ cos²θ. This product is the ratio of M_xx to 1/W_xx. It is 1 at 0° and 90° and largest at 45°.

A wide nanosheet is a different case. If only z is confined, only q_z can be shifted, and the same completion of the square gives the in-plane inverse tensor

W_ab − W_az W_bz/W_zz,  a, b = x, y.

An electron free to drift sideways in the sheet responds to an axial force with the xx element of this tensor. Once the sheet's side walls quantize y as well, the axial mass becomes M_xx. Between insulating edges a steady sideways current must be cancelled by other valleys for the sheet value to apply; see section 7.

6. Worked example

Take a square wire 10 nm wide along [100], with hard walls and a valley along [111]. The round masses are m_l = 1.6 and m_t = 0.08. Here cos²θ = 1/3, so

M_xx = 0.08 × 2/3 + 1.6/3 = 0.587
W_xx = (2/3)/0.08 + (1/3)/1.6 = 8.542,  1/W_xx = 0.117.

With the transverse axes along [010] and [001], W_xy = W_xz = W_yz = −3.958. Symmetry gives c_y = c_z, hence

c_y = −3.958/(8.542 − 3.958) = −0.864
w·c = 2 × 3.958 × 0.864 = 6.84
1/M_xx = 8.542 − 6.837 = 1.705.

The two masses differ by a factor of 5.0. A sheet with z confined lies between them: its inverse axial mass is 8.542 − 3.958²/8.542 = 6.71, which is a mass of 0.149.

The transverse problem was also solved with the cross term left in place, using linear triangular finite elements. The mass follows from E(k) − E(0). For the lowest subband at k = 0.1 nm⁻¹ it is 0.521 with 32 cells per side and 0.568 with 64. Removing the error quadratic in cell size from E(k) − E(0), that is, from the inverse mass rather than the mass, gives 0.586, within 0.1 % of M_xx. The coarser mesh is 11 % low. The axial curvature is a small difference of large terms, so a solver that keeps the cross term needs a finer mesh than the subband bottoms alone would suggest. Removing the phase analytically avoids this cost.

The same calculation for other sections, over the lowest three subbands and k = 0.1 and 0.2 nm⁻¹, gives:

Square: 0.583 to 0.586; M_xx = 0.587.
Disc, 10 nm diameter, same valley: 0.582 to 0.586; M_xx = 0.587.
Skewed fin: 1.092 to 1.093; M_xx = 1.093.
Square tube: 0.597; M_xx = 0.597.

The fin is 10 nm high, 10 nm wide at the base and 6 nm at the top, with its top displaced sideways by 1.5 nm. It lies along [110], has a [111] valley and carries a gate field of 0.10 MV/cm along its height. The tube is the 10 nm square with an off-centre square hole 2.5 nm wide. Its ellipsoid has principal masses 0.1, 0.3 and 0.9, rotated about the fixed z, y and x axes in turn by 35°, 50° and 20°. The values of 1/W_xx for the fin and tube are 0.218 and 0.258, far from the computed masses.

Wire direction matters through θ. Along [100] all four ⟨111⟩ valleys have M_xx = 0.587. Along [110], two have 1.093 and two have 0.080. Along [111], one has 1.600 and three have 0.249; for those three, 1/W_xx would be 0.089.

For an assumed scattering time τ = 0.2 ps, the mobility μ = eτ/(m0 M_xx) is 600 cm²/Vs. Using 1/W_xx at the same τ gives about 3000 cm²/Vs. The comparison isolates the mass; it does not predict how τ depends on confinement.

7. Where the result stops

Collision broadening. The lowest two subbands are 70 meV apart, while ħ/τ is 3.3 meV. The subbands are well resolved. The spacing scales as the inverse square of the width, so at fixed τ the two energies meet near

10 nm × √(70.2/3.29) ≈ 46 nm.

Beyond this width the lowest subbands are no longer resolved, but that alone does not change the mass. The velocities obey v_x = ħk/(m0 M_xx) + c·v_t, and the walls keep the transverse displacement bounded. For one valley with scattering that stays within the valley, the steady transverse current vanishes at any width, a transverse density gradient or field builds up, and the dc mobility remains eτ/(m0 M_xx). The bulk response, set by W_xx, returns only through intervalley scattering, which lets valleys with different c carry transverse currents that cancel. It then requires a width large compared with the distance an electron diffuses between intervalley events. In a classical model with specular walls at 300 K, τ = 0.2 ps and a width of 200 nm, the diffusion coefficient corresponds to a mass of 0.58 for one valley, about 0.30 if one collision in ten picks a new valley at random among the four, and about 0.17 if every collision does. In the last case the departure starts early, because w·c is four times 1/M_xx: at 46 nm the mobility is already about 50 % above eτ/(m0 M_xx).

Axial field. Under a uniform force F, ħ dk/dt = F, and the time derivative of the phase adds −F c·r to the equation for χ. This is a transverse tilt, a potential the proof already allows. At 10 kV/cm, or 1 meV/nm for one electron charge, the tilt between opposite corners is 2 × 0.864 × 10 nm × 1 meV/nm ≈ 17 meV. That is below the 70 meV spacing. A stronger steady field, if switched on slowly, reshapes the transverse states but leaves the mass at M_xx, because the tilt is constant in time. A field that changes within a time of about ħ divided by the subband spacing, or faster, can drive transitions between subbands, and a single-subband acceleration law then fails.

Temperature and filling. At 300 K, kT is 26 meV. Boltzmann weights over the lowest six subbands put 8 % of the electrons above the first. Since all subbands share M_xx, neither this population nor a degenerate electron gas changes the mass, though both can change the scattering.

Nonparabolicity. Consider the scalar model E(1 + αE) = ε_n + ħ²k²/(2m0 M_xx), with V = 0 inside hard walls and ε_n the parabolic subband bottom. Differentiating at k = 0 multiplies the mass by 1 + 2αE_n(0) = √(1 + 4αε_n). For α = 0.3 eV⁻¹ and ε_0 = 0.0613 eV the factor is 1.036, so the mass rises by 3.6 %, and higher subbands no longer share one mass.

Barrier material. If W differs between core and shell, in general no single c removes k everywhere. The finite-element calculation was repeated with a 1 nm shell of isotropic mass 0.5 inside an outer hard wall, using the ordering q·W(r)·q. Relative to a shell with the core's own tensor, the lowest-subband mass at k = 0.1 nm⁻¹ changes by only −0.1 to −0.2 % for a 3.0 eV barrier, which is comparable with the remaining mesh error. For a 0.2 eV barrier it changes by about −3 %; this value depends on the shell thickness and is about −4 % for a 3 nm shell.

Valley coupling. For a [100] wire, all four ⟨111⟩ valleys project onto the same axial wavevector, so the walls can couple all of them. As a minimal model, keep only the [111] and [1,−1,−1] valleys. They have the same W_t but opposite w, hence opposite phases. Let a uniform matrix element Δ couple them, and place the origin so that ⟨c·r⟩ = 0. To second order in k the coupling becomes

Δ⟨e^{2ik c·r}⟩ ≈ Δ[1 − 2k²⟨(c·r)²⟩].

To first order in Δ > 0, the lower state then has

1/M_low = 1/M_xx + 4m0Δ⟨(c·r)²⟩/ħ².

With Δ = 1 meV, ⟨(c·r)²⟩ = 3.64 nm² and ħ²/2m0 = 0.0381 eV nm², the added term is 2 × 0.001 × 3.64/0.0381 = 0.191, and M_low = 0.528. Diagonalizing the coupled finite-element problem gives 0.529, which is 9.8 % below M_xx. The upper state receives the opposite correction. These are band-bottom values: the expansion fails by k ≈ 0.3 nm⁻¹, and at the thermal k ≈ 0.6 nm⁻¹ of 300 K the overlap has fallen to about 0.04, so even the lower state alone changes its thermally averaged inverse mass by only about 1.5 %. At 300 K the 2 meV splitting is small compared with kT, both states are almost equally filled, and for equal scattering times the first-order changes nearly cancel in the mean inverse mass. They cease to cancel only when kT falls to about the splitting or below: the net change is under 1 % at 77 K and about 8 % at 10 K.

8. Relation to real channels

The example's masses are roughly those of the L valleys of n-type germanium, and α is a rough value for the same valleys. The scattering time and valley coupling are assumptions, so 600 cm²/Vs is not a forecast for a germanium wire. Of the departures sized here, valley coupling moves the band-bottom mass of the lowest state most, by about 10 % for 1 meV in the two-valley model, though its thermal average at 300 K is much smaller. Coupling among all four valleys can move it further, by nearly 20 % for a uniform 1 meV element of unfavourable sign; real coupling depends on the atomic structure of the walls and need not be uniform. Strain and surface roughness are not included. In silicon the conduction valleys lie along ⟨100⟩, so a [100] wire has w = 0 and the two masses agree, while a [110] wire cuts four of the six valleys at 45° and requires M_xx. For the nearly isotropic Γ valley of common III-V channels the distinction disappears.
